# Why Small Solid Bridges Sharply Raise the Conductivity of Cracked Coatings

## The situation

A ceramic coating sprayed as molten droplets is a stack of thin solid layers, partly separated by flat cracks. The cracks lie across the heat flow and make the coating a good thermal barrier. When the coating is held hot, opposite crack faces grow together at small spots. Solid then replaces perhaps a few per cent of the crack area, which seems too little to matter. Why can the conductivity still rise so strongly?

Take solid of conductivity $k$, in layers of thickness $L$ separated by parallel cracks of opening $w$. Each crack is crossed by $N$ circular bridges per unit area, of radius $a$, on a square lattice of pitch $s$, so $N=1/s^2$. The bridged area fraction is $f=\pi a^2N$. At first the cracks are empty, $w$ is negligible, the bridges are far apart ($a\ll s$), and heat moves by diffusion. Each restriction is lifted later and its effect weighed.

The numerical example has $k=2$ W/(m K), $L=2000$ nm, $w=20$ nm, $s=1000$ nm and a temperature of 1273 K. Sintering enlarges the bridges from $a=50$ to $100$ nm at fixed $N$, $L$, $w$ and $k$. The bridged fraction grows from 0.79% to 3.1%.

## First contribution: spreading in the solid

Heat that passes a bridge must first converge on it and then spread out again. Consider one side: a half-space whose surface is insulated except on a disc of radius $a$, where a total heat rate $Q$ enters. The temperature $T$ is measured from its value far away.

A heat rate $dQ$ entering at one surface point flows through hemispheres of area $2\pi\rho^2$. Hence $-k\,dT/d\rho=dQ/(2\pi\rho^2)$, and integration from infinity gives $T=dQ/(2\pi k\rho)$. For a surface flux $q$, superposition gives

$$T=\frac{1}{2\pi k}\int\frac{q\,dA}{\rho}.$$

We need a flux that makes the disc isothermal. Try

$$q(r)=\frac{Q}{2\pi a\sqrt{a^2-r^2}},\qquad r<a .$$

Its total is $(Q/a)\int_0^a r\,dr/\sqrt{a^2-r^2}=Q$, as required. To find $T$ at a point of the disc, use polar coordinates centred on that point. Then $dA=\rho\,d\rho\,d\varphi$, and the factor $\rho$ cancels $1/\rho$. Opposite directions together form a full chord, so $\varphi$ runs over a range $\pi$. If the chord passes the disc centre at distance $p$, and $t$ is measured from its midpoint, then $r^2=p^2+t^2$. With $c^2=a^2-p^2$ the chord contributes

$$\int_{-c}^{c}\frac{dt}{\sqrt{c^2-t^2}}=\pi,$$

whatever its position. Therefore

$$T=\frac{1}{2\pi k}\,\frac{Q}{2\pi a}\,\pi\cdot\pi=\frac{Q}{4ka}$$

everywhere on the disc. Direct quadrature of the surface integral at $r/a=0.1$, $0.5$ and $0.9$ gives $Tka/Q=0.25$ each time.

Now join two half-spaces through the disc. If their far temperatures are $\pm\Delta T/2$, reversing the temperature and exchanging the sides leaves the problem unchanged. The disc is therefore isothermal at zero, and the solution above applies on each side with $\Delta T/2=Q/(4ka)$. The bridge conductance is

$$G=\frac{Q}{\Delta T}=2ka .$$

The radius appears because the resistance lies in the surrounding solid, within a distance of order $a$: a region of length $\sim a$ and cross-section $\sim a^2$ has conductance $\sim ka$. A finite-volume solution of the heat equation in a wide cell gives $1.005$ times $2ka$, and a conductance ratio of $2.015$ when $a$ is doubled. An area law would give 4.

## Second contribution: the short neck

A bridge across an opening $w$ is a column with conductance $\pi ka^2/w$. Adding its resistance to the spreading resistance gives

$$\frac1G\simeq\frac{1}{2ka}+\frac{w}{\pi ka^2}.$$

For an isolated bridge the right side is a lower bound on the resistance. To see this, note that the true temperature field minimizes $\int k|\nabla T|^2dV$ at fixed end temperatures, and that this minimum equals $G\,\Delta T^2$. Requiring each neck end to be isothermal restricts the trial fields, so the minimum cannot fall and the resistance cannot rise. With that requirement the problem separates into the series sum above. For an isolated bridge the true resistance exceeds the sum by about 3%, 3% and 1% at $w/a=0.2$, 1 and 5. The grid solution in a wide but finite cell gives slightly less, about 2.5%, 2.5% and 1%.

For the example, the neck alone would conduct 785 nW/K before sintering and 3142 nW/K after, while $2ka$ is 200 and 400 nW/K. Spreading is thus the larger resistance. It lowers the conductance of a bridge, so the radius law cannot by itself be the reason that a bridge conducts well.

The reason appears on writing the resistance per unit area of crack. Since $1/N=\pi a^2/f$,

$$\frac{1}{NG}\simeq\frac{\pi a^2}{f}\left(\frac{1}{2ka}+\frac{w}{\pi ka^2}\right)=\frac{1}{kf}\left(\frac{\pi a}{2}+w\right).$$

A bridge acts as a column of its own cross-section with length $\pi a/2+w$. The spreading part of this length is 79 nm before sintering and 157 nm after. Both are far below the layer thickness of 2000 nm. Heat is squeezed into the small fraction $f$ over this short distance and uses the full area elsewhere.

## Third contribution: the layers in series

Let $q$ now be the mean heat flux through the coating. Over one period the temperature drop is $qL/k$ in the solid layer plus $q/(2Nka)$ at a thin crack. Neglecting $w$ in the period length,

$$k_{\rm eff}=\frac{L}{L/k+1/(2Nka)}=k\,\frac{x}{1+x},\qquad x=2NaL .$$

The last form follows on multiplying numerator and denominator by $2Nka/L$. The numerator becomes $2Nka=kx/L$ and the denominator $2Na+1/L=(x+1)/L$.

The sum is allowed if the flow becomes uniform inside each layer. A lateral variation $\cos(2\pi X/s)$, with $X$ a coordinate along the crack, satisfies Laplace's equation when it decays as $e^{-2\pi z/s}$ with depth $z$. The decay length is $s/2\pi=159$ nm. At mid-layer, 1000 nm deep, the factor is $e^{-6.3}\approx0.002$, so it matters little whether bridges in successive cracks are aligned.

For the example $x=2\,(10^{-6}\,{\rm nm}^{-2})(50\,{\rm nm})(2000\,{\rm nm})=0.2$ before sintering and $0.4$ after. Thus

$$k_{\rm eff}=2\times\frac{0.2}{1.2}=0.33\quad\text{and}\quad2\times\frac{0.4}{1.4}=0.57\ {\rm W/(m\,K)} .$$

The guess that conductivity follows bridged area, $k_{\rm eff}=fk$, gives 0.016 and 0.063 W/(m K). Its relative rise is larger, a factor of 4, but it starts so low that it adds only 0.047 W/(m K). It would hold for insulated solid columns running through the whole coating. The ratio of the two results is

$$\frac{k_{\rm eff}}{fk}=\frac{2NaL}{\pi a^2N(1+x)}=\frac{2L}{\pi a}\,\frac{1}{1+x},$$

which is 21 before sintering and 9 after.

## How sharp is the start?

At fixed $N$, $a=\sqrt{f/(\pi N)}$, so

$$x=2L\sqrt{\frac{Nf}{\pi}} .$$

For small $x$ the conductivity grows as $\sqrt f$. Its slope against $f$ is unbounded as $f\to0$ in the limit of zero crack opening. This is where the radius law matters: the conductance per unit bridge area, $2k/(\pi a)$, is largest for the smallest bridges.

A finite opening removes the singularity. When $a\ll2w/\pi$, which is 13 nm here, the neck term dominates and $G\simeq\pi ka^2/w$. The crack conductance per unit area is then $NG=kf/w$, and while it is small compared with $k/L$,

$$\frac{k_{\rm eff}}{k}\simeq\frac{NGL}{k}=f\,\frac Lw .$$

The law is now proportional to area, yet its slope is $L/w=100$, against 1 for through-going columns. The short path across the crack is therefore the basic cause of the strong effect. The radius law governs how the benefit per unit area falls once $a$ exceeds roughly the crack opening. At large $x$ the solid layers limit the flow, $k_{\rm eff}\to k$, and further growth brings little.

The size of the bridges also matters at fixed $f$. Replace each 100 nm bridge by four of 50 nm, keeping $f=3.1\%$ and $L$. For a thin crack $x$ doubles to 0.8 and $k_{\rm eff}$ becomes 0.89 instead of 0.57 W/(m K). The numerical solution confirms a doubling of the crack conductance. With the 20 nm opening the column-length formula gives a smaller gain, $(157+20)/(79+20)=1.8$. Interaction between neighbours, treated next, lowers it to about 1.74.

## Fourth contribution: neighbouring bridges

At distance $r$ from an isolated bridge, the remaining spreading resistance on one side is $\int_r^\infty d\rho/(2\pi k\rho^2)=1/(2\pi kr)$. In a lattice, spreading stops at about the radius $b=s/\sqrt\pi=564$ nm of a round cell of area $s^2$. Beyond that the flow is uniform and already counted in $L/k$. The saving, relative to $1/(4ka)$, is of order $2a/(\pi b)$, or 6% and 11%.

The numerical solution in this round cell with zero opening gives crack resistances of 0.877 and 0.754 in units of $1/(2ka)$. The savings are 12% and 25%, about twice the estimate and, like it, nearly proportional to $a$.

With the real opening the values are 1.172 and 0.914. Adding the neck term $2w/(\pi a)$, which is 0.255 and 0.127, to the zero-opening values would give 1.13 and 0.88. The small remainder has the sign required by the bound, since the neck ends are not truly isothermal.

These corrections turn the simple result into $k_{\rm eff}=0.29$ and $0.62$ W/(m K). The rise factor is 2.1 instead of 1.7: the neck penalizes the small bridges more, while interaction helps the large ones more. The added solid covers 2.4% of the crack area and raises $k_{\rm eff}$ by 0.32 W/(m K), against 0.047 from the area rule. Refining the grid changes the final value by 0.06%. Convergence at the bridge edge is slow, however, and the four crack resistances above are too high by up to 0.002. A true square cell raises the converged values by up to the same amount, so their third digit is uncertain.

## Fifth contribution: paths beside the bridges

**Air.** At atmospheric pressure and 1273 K the mean free path in air is a few hundred nanometres, much longer than the crack opening, so most molecules cross without colliding. The number striking unit area per unit time is $p/\sqrt{2\pi mk_BT}$, with $p$ the pressure and $m$ the molecular mass. Each carries on average $2k_BT$ of translational energy, more than in the bulk gas because fast molecules strike more often, and $k_BT$ of rotational energy. With full accommodation at the walls and vibration left out,

$$h_{\rm gas}=\frac{3k_B\,p}{\sqrt{2\pi mk_BT}}=58\ {\rm kW/(m^2K)} .$$

The bridges supply $2Nka=200$ and $400$ kW/(m²K), so air is a sizeable parallel path. Without any bridges the air-filled coating has $k_{\rm eff}=0.11$ W/(m K). The numerical solution with bridges and air gives 0.38 and 0.67 W/(m K). With air as the only path beside the bridges, the first 0.79% of bridged area thus multiplies $k_{\rm eff}$ by 3.4, and growth to 3.1% by a further 1.8. The radiation described next raises the starting value and so lowers both factors.

**Radiation across the crack.** Black surfaces in the far field would exchange $4\sigma T^3=0.47$ kW/(m²K), with $\sigma$ the Stefan–Boltzmann constant. At 20 nm, evanescent fields of the lattice vibrations carry much more. The standard fluctuating-field result in the electrostatic limit is taken over here for sizing:

$$h_{\rm nf}=\int\frac{d\omega}{2\pi}\frac{\partial\Theta}{\partial T}\int\frac{\kappa\,d\kappa}{2\pi}\,\frac{4({\rm Im}\,R)^2e^{-2\kappa w}}{|1-R^2e^{-2\kappa w}|^2},\qquad R=\frac{\varepsilon-1}{\varepsilon+1}.$$

Here $\Theta$ is the mean thermal energy of an oscillator of frequency $\omega$, $\kappa$ the wavenumber along the surface and $\varepsilon$ the permittivity. A single rough lattice oscillator ($\varepsilon_\infty=4.8$, transverse and longitudinal frequencies 350 and 680 cm$^{-1}$, damping 60 cm$^{-1}$) gives about 26 kW/(m²K), nearly half the air term. Plausible changes of these parameters move the value between about 16 and 33 kW/(m²K).

Its effect follows from the series law. In air the solved values correspond to crack conductances of about 229 and 497 kW/(m²K). Adding 26 to each changes $k_{\rm eff}$ to about 0.41 and 0.69 W/(m K), a rise factor of 1.7.

**Radiation through the solid.** Photons have heat capacity $16\sigma n^3T^3/c$ per volume, speed $c/n$ and mean path $1/\beta$, where $n$ is the refractive index. One third of the product is

$$k_{\rm rad}=\frac{16n^2\sigma T^3}{3\beta}\approx0.09\ {\rm W/(m\,K)}$$

for rough values $n=2.1$ and $\beta=30$ mm$^{-1}$. The mean path of about 33 µm spans many layers, so this acts roughly in parallel with the whole stack. It requires a coating much thicker than that path. The totals become about 0.50 and 0.79 W/(m K), with a rise factor near 1.6.

**Ballistic phonons.** With heat capacity $C$ per volume, speed $v$ and mean free path $\Lambda$, diffusion gives $k=Cv\Lambda/3$. An aperture crossed without scattering conducts $\tfrac14Cv\,\pi a^2=3\pi ka^2/(4\Lambda)$. Its resistance relative to $1/(2ka)$ is $8\Lambda/(3\pi a)$. If all phonons share a rough $\Lambda=0.5$ nm, this is 0.8% and 0.4%. Phonons of long wavelength travel farther between collisions, so the real correction can be several times larger; it is not computed here. In a crack of negligible opening it would dominate for $a\ll\Lambda$, where conductance again follows area.

## Beside a real coating

The parameters are in the rough range of plasma-sprayed yttria-stabilized zirconia, whose conductivity as sprayed is roughly 1 W/(m K). The model starts much lower because its cracks run right across the coating and its initial contact area is small. Real cracks are interrupted by solid contact from the outset.

The series law shows how far this moves the answer. With $L/k=1$ m²K/MW and period 2020 nm, a start at 1 W/(m K) needs a crack conductance of about 980 kW/(m²K). In the empty-crack solution, bridge growth adds $400/0.914-200/1.172\approx267$ kW/(m²K). The conductivity then reaches $2.02/(1+1/1.247)\approx1.12$ W/(m K), a rise of 12% instead of a doubling, if the contacts already present keep their conductance. If they grew too, the rise would be larger. A 2.6-fold increase of the whole crack conductance, the factor found for the sparse bridges of the example, would give about 1.4 W/(m K). If the coating starts at 1 W/(m K) because its 50 nm contacts are more closely spaced, doubling their radius gains somewhat more than this, because neighbours then help more. Other pores and changes of $k$ during sintering are left out. The gas results hold at 1 atm. At the higher pressures of an engine, putting the free-molecular resistance in series with $w/k_{\rm gas}$ for a rough $k_{\rm gas}=0.08$ W/(m K) gives about 500 kW/(m²K) at 10 atm and 1200 kW/(m²K) at 30 atm. The gas then outweighs the bridges, and the rise factor of the example falls from 1.8 to about 1.2 and 1.07. Wider cracks weaken the bridges: an opening of 100 nm lowers their conductance from about 170 and 440 to about 90 and 280 kW/(m²K).

Slight sintering can therefore raise the conductivity by a large factor when the cracks carry most of the thermal resistance and few other paths cross them. While the cracks still carry most of the resistance, the added conductivity also exceeds $k$ times the added area fraction, provided that $\pi a/2+w$ is much shorter than $L$. The factor is about 7 in the empty-crack example, but only about 3 when the cracks carry little more than half of the resistance. The numerical output below gives the separate contributions.

## Computed results

```
Pairs are: before ; after sintering
solid conductivity k: 2 W/(m K)
temperature: 1273 K
layer thickness L: 2000 nm
crack opening w: 20 nm
bridge pitch s: 1000 nm
bridge radius a: 50 ; 100 nm
bridged area fraction: 0.7854 ; 3.142 %
disc temperature * k a/Q at r/a=0.1,0.5,0.9: 0.25 ; 0.25 ; 0.25
isolated bridge, solved G/(2ka): 1.005
solved G ratio on doubling a: 2.015
solved/neck-formula R at w/a=0.2,1,5: 1.025 ; 1.025 ; 1.01
bridge conductance 2ka: 200 ; 400 nW/K
neck-only conductance: 785.4 ; 3142 nW/K
equivalent column length pi a/2: 78.54 ; 157.1 nm
bridge conductance per area: 200 ; 400 kW/(m2 K)
x = 2NaL: 0.2 ; 0.4
k_eff, simple law: 0.3333 ; 0.5714 W/(m K)
simple-law rise factor: 1.714
k_eff, area rule: 0.01571 ; 0.06283 W/(m K)
small-x gain 2L/(pi a): 25.46 ; 12.73
k_eff, solved, empty crack: 0.2944 ; 0.6151 W/(m K)
solved rise factor, empty crack: 2.089
solved rise, empty crack: 0.3207 W/(m K)
area-rule rise: 0.04712 W/(m K)
finer-grid change of k_eff: 0.056 %
crack R*2ka, zero opening, with neighbours: 0.8769 ; 0.7535
crack R*2ka, real opening, with neighbours: 1.172 ; 0.9136
lateral decay length s/(2 pi): 159.2 nm
equal-area split: solved conductance gain: 2
equal-area split: simple-law k_eff: 0.8889 W/(m K)
initial slope limit L/w: 100
air mean free path (rough): 2.9e+02 nm
air conductance per area: 57.6 kW/(m2 K)
k_eff in air, no bridges: 0.1099 W/(m K)
k_eff in air, simple law: 0.4096 ; 0.6278 W/(m K)
k_eff in air, solved: 0.3759 ; 0.671 W/(m K)
solved rise factor in air: 1.785
rough phonon heat capacity: 3 MJ/(m3 K)
rough phonon speed: 4000 m/s
phonon mean free path (rough): 0.5 nm
relative ballistic resistance: 0.85 ; 0.42 %
oscillator eps_inf (rough): 4.8
oscillator TO, LO, damping (rough): 350 ; 680 ; 60 cm^-1
near-field conductance (rough): 26 kW/(m2 K)
far-field black-body conductance: 0.468 kW/(m2 K)
refractive index (rough): 2.1
extinction coefficient (rough): 30 mm^-1
radiative conductivity (rough): 0.092 W/(m K)
```
